# Why an asymmetric coherent filament needs polarity-dependent transmission to rectify

A conducting filament in a resistive memory cell is rarely the same at both ends. It may taper gently from one electrode to a neck and open abruptly towards the other, like a funnel. When such a cell passes more current in one polarity than in the other, the shape looks like a sufficient explanation, but it is not. If electrons cross coherently and the bias window is split equally about a fixed energy, a filament whose transmission stays the same on bias reversal carries equal and opposite currents, however lopsided it is. Shape matters through what the voltage does to the transmission.

## Counting electrons from both sides

Let the contacts have equal temperatures and chemical potentials

\[
\mu_L=\mu+\tfrac{eV}{2},\qquad \mu_R=\mu-\tfrac{eV}{2},\qquad e>0 .
\]

Energies are measured from a zero in which the midpoint \(\mu\) does not move with bias. Current is counted positive when electrons flow from left to right. Transport is elastic and phase-coherent, with two contacts and spin degeneracy.

In one lead channel, the states per unit length and spin in \(dk\) number \(dk/2\pi\), and they move at \(v=\hbar^{-1}dE/dk\). They therefore deliver \(v\,dk/2\pi=dE/h\) electrons per second, whatever the band shape. Let \(T_{LR}\) be the transmission from left to right summed over channels, and \(T_{RL}\) that from right to left. With two spins,

\[
I=\frac{2e}{h}\int\left[T_{LR}f_L-T_{RL}f_R\right]dE ,
\]

where \(f_{L,R}=f(E-\mu_{L,R})\) and \(f\) is the Fermi function.

A funnel might seem to make \(T_{LR}\) and \(T_{RL}\) different. Flux conservation forbids it. Let the left lead have \(N_L\) open channels, and let \(R_L\) be the total reflection back into it. The flux-normalized scattering matrix \(S\) is unitary. Summing \(S^\dagger S=1\) over waves that enter from the left gives \(N_L=R_L+T_{LR}\): everything sent in is reflected or transmitted. Summing \(SS^\dagger=1\) over waves that leave to the left gives \(N_L=R_L+T_{RL}\). Subtraction yields

\[
T_{LR}(E,V)=T_{RL}(E,V)\equiv T(E,V).
\]

Neither mirror symmetry nor time-reversal symmetry was used. The equality holds at each fixed bias, so

\[
I(V)=\frac{2e}{h}\int T(E,V)\,F(E,V)\,dE,\qquad F=f_L-f_R .
\]

Reversing \(V\) exchanges \(f_L\) and \(f_R\), so \(F(E,-V)=-F(E,V)\). Adding the two currents gives

\[
I(V)+I(-V)=\frac{2e}{h}\int\left[T(E,V)-T(E,-V)\right]F(E,V)\,dE .
\]

This answers the question. The symmetric window covers the same energies in both polarities, and at each energy the filament is equally transparent from either side. If \(T(E,V)=T(E,-V)\) throughout the window, thermal tails included, the sum vanishes. A polarity-dependent \(T\) is thus necessary for rectification. It is not sufficient, because the integral can vanish even when its integrand does not.

## How voltage makes the shape matter

Let \(U(x)\) be the potential energy along the filament at zero bias. Write the bias contribution as \(eV\,u(x)\), with \(u=+\tfrac12\) in the left lead and \(u=-\tfrac12\) in the right. Here \(u\) is taken to be independent of \(V\). Reversal changes \(U+eVu\) into \(U-eVu\), which is generally a different barrier.

Suppose first that the filament is mirror-symmetric about \(x=0\), so that \(U(-x)=U(x)\) and \(u(-x)=-u(x)\). Then

\[
U(-x)+eV\,u(-x)=U(x)-eV\,u(x).
\]

The reversed-bias barrier is the mirror image of the forward one. Its transmission from the left equals that of the original from the right, which is the same \(T\). Hence \(T(E,-V)=T(E,V)\), and there is no rectification. The transmission may still depend on the size of the bias; what counts is dependence on its sign.

For an asymmetric filament, define the local sensitivity \(K(x)\) by the first-order change

\[
\delta T=\int K(x)\,\delta U(x)\,dx .
\]

In a lead \(K\) oscillates without decaying, so the integral does not converge there in the ordinary sense. Each lead's part is to be read as the change of \(T\) under a uniform shift of that whole lead, and the integrals over \(x\) below carry this meaning. Setting \(\delta U=eVu\) gives

\[
\left.\frac{\partial T}{\partial V}\right|_{0}=e\int K(x)u(x)\,dx .
\]

A second relation fixes the scale. Raising the potential everywhere by \(c\) is equivalent to lowering the electron energy by \(c\), so \(c\int K\,dx=-c\,\partial T/\partial E\). If \(\partial T/\partial E\ne0\), define

\[
\bar u=\frac{\int K u\,dx}{\int K\,dx},
\qquad\text{so that}\qquad
\left.\frac{\partial T}{\partial V}\right|_{0}=-e\,\bar u\,\frac{\partial T}{\partial E}.
\]

The number \(\bar u\) says how far, per volt, the part of the filament that controls transmission moves relative to the midpoint. Since \(K\) can change sign, it is a weighted mean but need not lie between the extremes of \(u\). Mirror symmetry makes \(K\) even and \(u\) odd, so \(\bar u=0\). Where \(\partial T/\partial E=0\), the integral \(e\int Ku\,dx\) must be used directly, and it need not vanish.

The current follows by expansion at small bias:

\[
T(E,V)-T(E,-V)=2V\left.\frac{\partial T}{\partial V}\right|_0+O(V^3),
\]
\[
F(E,V)=eV\left(-\frac{\partial f}{\partial E}\right)+O(V^3).
\]

Denote the average with weight \(-\partial f/\partial E\) by angle brackets, and let \(G_0=2e^2/h\). Inserting both expansions into the sum of currents and halving gives

\[
I_{\rm even}=\frac{I(V)+I(-V)}2
=G_0V^2\left\langle\frac{\partial T}{\partial V}\right\rangle+O(V^4).
\]

The odd part begins as \(G_0V\langle T\rangle\). With \(y=V\langle\partial T/\partial V\rangle/\langle T\rangle\), the ratio of current magnitudes is

\[
r=\frac{I(V)}{|I(-V)|}\simeq\frac{1+y}{1-y}\simeq1+2y .
\]

Rectification of this kind thus begins in proportion to the bias.

## A funnel at read voltage

Consider a filament 3 nm long at 300 K. Its effective electronic radius \(a\) is 0.80 nm at both ends and 0.45 nm at the neck. The left taper is 2 nm long and the right one 1 nm. On each side

\[
a=0.45+0.35\sin^2(\pi s/2)\ \text{nm},
\]

where \(s\) is the distance from the neck divided by the taper length. The mass is the free-electron mass, and \(\mu\) lies 1 eV above the unconfined band bottom.

In a circular section with hard walls, the lowest transverse wave is \(J_0(jr/a)\), with \(j=2.4048\) so that it vanishes at \(r=a\). Its energy acts as a barrier for motion along the axis:

\[
U(x)=\frac{\hbar^2j^2}{2m\,a(x)^2}.
\]

With \(\hbar^2/2m=0.0381\) eV nm², the neck value is \(0.0381\times2.4048^2/0.45^2=1.088\) eV. At the ends it is 0.344 eV. The neck barrier is therefore 0.088 eV above \(\mu\), and the calculated zero-bias transmission there is 0.305. This treatment follows the lowest mode alone.

The voltage is assumed to drop as in an ohmic conductor, in proportion to \(1/a^2\). The tapers have the same shape but lengths in the ratio 2:1, so two thirds of the voltage drops left of the neck. There \(u=\tfrac12-\tfrac23=-\tfrac16\). At \(+0.3\) V the potential energy at the neck falls by 0.05 eV relative to \(\mu\); at \(-0.3\) V it rises by as much. With this voltage profile, positive bias opens the filament.

Solving the wave equation separately for each polarity gives the following currents. The frozen case keeps the zero-bias \(T(E)\).

| \(V\) (V) | frozen \(\lvert I\rvert\), both signs (µA) | \(I(+V)\) (µA) | \(\lvert I(-V)\rvert\) (µA) | \(r\) |
|---|---|---|---|---|
| 0.1 | 2.48 | 2.68 | 2.27 | 1.18 |
| 0.2 | 5.10 | 5.85 | 4.31 | 1.36 |
| 0.3 | 7.98 | 9.48 | 6.29 | 1.51 |

The geometry is identical in the two cases. Freezing \(T\) removes the rectification completely, even though the funnel remains. At 0.3 V the true transmission at \(\mu\) is 0.387 in one polarity and 0.224 in the other.

The sensitivity formula accounts for the initial change. The calculated values are \(\bar u=-0.1037\) and \(\partial T/\partial E=2.668\) per eV at \(\mu\), so

\[
\frac{\partial T}{\partial V}=0.1037\times2.668=0.277\ \text{V}^{-1},
\]

which agrees with direct differentiation with respect to bias. The lead terms matter: they supply \(-0.19\) and \(-0.08\) of \(\int K\,dx=-2.668\) per eV, and leaving them out would give \(\bar u=-0.138\). Using the neck value \(-\tfrac16\) instead would give 0.445 V⁻¹, which is 1.6 times the calculated value. The neck alone does not set the response; the weighted mean over the whole profile is needed.

The thermal averages are \(\langle T\rangle=0.316\) and \(\langle\partial T/\partial V\rangle=0.265\) V⁻¹. At 0.01 V the leading law gives an even current of 2.056 nA, and the full calculation gives the same to these digits. At 0.3 V, \(1+2y=1.504\), close to the full ratio 1.508, but this agreement is partly a cancellation. The leading even current is \(77.48\times0.3^2\times0.265=1.85\) µA, against 1.60 µA in full. The simple ratio does not establish that the expansion is accurate at this bias.

A symmetric filament with two 1.5 nm tapers, the other parameters unchanged, provides the control. Its transmission at \(\mu\) falls from 0.313 at zero bias to 0.298 at 0.3 V, yet its currents are \(+7.86\) and \(-7.86\) µA.

## Two cases that sharpen the condition

**A shifted window.** Suppose the right contact is held at \(\mu\), the left is placed at \(\mu+eV\), and a fixed \(T_0(E)\) is used. The windows for opposite polarities now cover different energies. Substituting \(E=E'+eV/2\) restores the symmetric window:

\[
I=\frac{2e}{h}\int T_0\!\left(E'+\tfrac{eV}{2}\right)F(E',V)\,dE' .
\]

In midpoint energies the transmission is \(T_0(E'+eV/2)\), which does change on reversal. This describes a filament and lead bands that all move rigidly with the right contact, equivalent to \(\bar u=-\tfrac12\). For the funnel at 0.3 V it gives \(r=6.85\), against 1.51 with the assumed voltage profile. The difference comes from an electrostatic assumption hidden in the choice of energy zero.

**A change without rectification.** Take a single level with unequal couplings \(\Gamma_L\) and \(\Gamma_R\) to the contacts:

\[
T(E,V)=\frac{\Gamma_L\Gamma_R}{(E-\mu-\Delta-\alpha eV)^2+(\Gamma_L+\Gamma_R)^2/4}.
\]

Put \(E=\mu+\varepsilon\) and \(\Delta=0\). Changing the signs of both \(\varepsilon\) and \(V\) leaves the squared term unchanged, so \(T(\mu-\varepsilon,-V)=T(\mu+\varepsilon,V)\). The window is even in \(\varepsilon\): using \(f(-z)=1-f(z)\),

\[
f(-\varepsilon-\tfrac{eV}{2})-f(-\varepsilon+\tfrac{eV}{2})
=f(\varepsilon-\tfrac{eV}{2})-f(\varepsilon+\tfrac{eV}{2}).
\]

The integrals of \(T(E,V)F(E,V)\) and \(T(E,-V)F(E,V)\) are therefore equal, and the current is odd. For couplings of 0.08 and 0.02 eV, \(\alpha=0.3\) and \(V=\pm0.3\) V, the transmission at \(\mu+0.05\) eV is 0.390 or 0.072 depending on polarity. The currents are nevertheless \(\pm5.18\) µA.

With \(\Delta=0.1\) eV, all else fixed, the balance is lost. The level sits at \(\mu+0.19\) eV for positive bias, outside the window edge at \(\mu+0.15\) eV, and at \(\mu+0.01\) eV for negative bias, well inside. The currents become \(2.23\) and \(-6.01\) µA.

## How far the numbers can be trusted

The example is set in the rough regime of a vacancy filament in a hafnium-oxide memory cell: nanometre dimensions, a conductance below \(G_0\) and a read bias of a few tenths of a volt. Its 3 nm length is an illustrative choice; a filament spanning a thicker oxide would be longer. The free-electron mass and smooth hard wall are simplifications, not properties calculated for the oxide. Real filaments have atomic disorder, localized states and charge that readjusts with bias. The voltage profile is also an assumption: replacing the ohmic drop by a uniform field raises \(r\) at 0.3 V from 1.51 to 1.65, a larger change than the six-mode estimate of mode mixing described below. Both profiles have \(u=-\tfrac16\) at the neck, so the drop around it matters too. Even the sign of the effect depends on the profile. If the voltage drops equally on the two sides of the neck, as a tanh step of width 0.1 to 0.6 nm scaled to reach \(\pm\tfrac12\) at the ends, then \(\bar u\) becomes positive (0.18 to 0.09) and \(r\) at 0.3 V falls to 0.50–0.71: the same funnel then conducts better at negative bias. Self-consistent charging and atomic motion were not calculated.

Other omissions have these sizes:

- **Mode mixing.** A changing radius couples transverse modes. Including eight lowers the zero-bias \(T\) at \(\mu\) from 0.305 to 0.292; convergence in the number of modes is slow, and the converged value is 0.290. With six, \(r\) at 0.3 V becomes 1.59, a value whose convergence in the number of modes was not established. The next pair of angular channels transmits only about \(10^{-8}\) at \(\mu\) and zero bias.
- **Soft walls.** For an assumed wall 2 eV above \(\mu\), the wave penetrates \(\sqrt{0.0381/2}=0.138\) nm, nearly a third of the neck radius. The quoted radius must therefore be read as an effective one. The penetration depends on the wall height minus the local transverse energy, so it is smaller at the wide ends than at the neck. This change in the effective shape was not calculated.
- **Inelastic scattering.** The zero-bias dwell time at \(\mu\) is 10.5 fs for electrons arriving from the left and 6.8 fs for those arriving from the right. For an assumed inelastic time of 50 fs, a fraction \(1-e^{-10.5/50}=0.19\) of the former and 0.13 of the latter would scatter. The coherent argument does not cover that share, and its effect on \(r\) was not calculated.
- **Unequal heating.** If one contact stays hotter in both polarities, \(F\) is no longer odd in \(V\), and even a frozen filament can have an even current. The temperature difference produced by the Joule power, 2.8 µW at \(+0.3\) V, was not calculated and could be larger than the value assumed here. An assumed 10 K difference drives 0.014 µA at zero bias; at 0.3 V it adds 0.009 µA, about 0.5% of the 1.60 µA even current.
- **Field.** The peak field at 0.3 V is 1.7 MV/cm. Breakdown fields of thin hafnium-oxide films are roughly several MV/cm, so a fixed atomic structure should be checked, not presumed.

## What to do in practice

In a calculation, plot \(T(E,V)\) and \(T(E,-V)\) against energy measured from the midpoint of the chemical potentials. Recompute the potential for each polarity, including the shifts of the lead bands. Then repeat the current calculation with one frozen \(T(E)\) and the symmetric window. Any rectification that survives with equal contact temperatures signals an inconsistent energy zero or a numerical fault.

In a measurement, remove the zero-bias offset and form \([I(V)+I(-V)]/2\). Within the coherent model at small bias, its coefficient of \(V^2\) is \(G_0\langle\partial T/\partial V\rangle\). A quadratic signal does not by itself prove this mechanism, since unequal heating of the contacts that grows with electrical power can also give one. Return to the first polarity and repeat the reading: if the current has changed, the two polarities may have sampled different filaments.

Within the coherent model, for a design with a stable structure and \(\partial T/\partial E\ne0\), the leading-order controls are the energy slope of the transmission and \(\bar u\). To suppress rectification, bring \(\bar u\) towards zero over the energies that carry the current. The balance is weighted by \(K\); an equal drop on the two sides of the neck does not achieve it, as the tanh profile shows. In the funnel \(\bar u\) also varies with energy, from \(-0.06\) at 0.8 eV to \(-0.19\) at 1.5 eV. To strengthen it, make \(|\bar u|\) large. The even current then grows with \(\partial T/\partial E\), whereas the ratio \(r\) grows with \(\partial\ln T/\partial E\). For the funnel at 0.1 V, \(\partial T/\partial E\) is largest near \(\mu=1.05\) eV, where \(r=1.15\), but \(r\) reaches 1.22 at \(\mu=0.90\) eV, where the current is smaller. Tapering the filament helps only as far as it produces these conditions.

## Values computed for the example and the checks

```
G0 = 77.481 uA/V; kT = 0.02585 eV at 300 K
hbar^2/2m = 0.03810 eV nm^2; first zero of J0 = 2.4048
length 3.0 nm, end radius 0.8 nm, neck radius 0.45 nm
left taper 2.0 nm, right taper 1.0 nm; Fermi energy 1.0 eV
mode energy at ends 0.3443 eV, at neck 1.0881 eV
zero bias at mu: T = 0.3053, reflection = 0.6947
V=0.1 V, frozen T: I(+V)=2.4750, I(-V)=-2.4750 uA
V=0.2 V, frozen T: I(+V)=5.1039, I(-V)=-5.1039 uA
V=0.3 V, frozen T: I(+V)=7.9783, I(-V)=-7.9783 uA
V=0.1 V, true T: I(+V)=2.6755, I(-V)=-2.2713 uA, ratio=1.1780
V=0.2 V, true T: I(+V)=5.8520, I(-V)=-4.3148 uA, ratio=1.3563
V=0.3 V, true T: I(+V)=9.4798, I(-V)=-6.2851 uA, ratio=1.5083
V=0.1 V: T(mu,+V)=0.3329, T(mu,-V)=0.2777
V=0.2 V: T(mu,+V)=0.3603, T(mu,-V)=0.2504
V=0.3 V: T(mu,+V)=0.3871, T(mu,-V)=0.2239
V=0.1 V: leading-order ratio = 1.1681
V=0.2 V: leading-order ratio = 1.3362
V=0.3 V: leading-order ratio = 1.5042
dT/dE at mu = 2.6678 per eV; dT/dV at mu = 0.2766 per V
profile u at neck = -0.1667; ubar = -0.1037
-ubar*dT/dE = 0.2766 per V
thermal means: T = 0.3158, dT/dV = 0.2654 per V
even current at 0.01 V: full 2055.925 pA, law 2056.280 pA
symmetric filament: |ubar| = 3.2e-11
symmetric, 0.3 V: I(+V)=7.8611, I(-V)=-7.8611 uA
symmetric: T(mu,0)=0.3126, T(mu,0.3 V)=0.2979
one-sided window, frozen T, 0.3 V: ratio = 6.8516
level model: widths 0.08, 0.02 eV; shift 0.3 eV per V
level at mu: T(mu+0.05 eV) at +0.3 V = 0.3902, at -0.3 V = 0.0724
level offset 0.0 eV, 0.3 V: I(+V)=5.1813, I(-V)=-5.1813 uA
level offset 0.1 eV, 0.3 V: I(+V)=2.2261, I(-V)=-6.0096 uA
uniform field, 0.3 V: ratio = 1.6513
mode mixing, zero bias: T = 0.2948 (4 modes), 0.2924 (8 modes)
mode mixing (6 modes), 0.3 V: I(+V)=9.5129, I(-V)=-5.9763 uA, ratio=1.5918
next angular channel pair: T = 1.16e-08
peak field at 0.3 V = 1.706 MV/cm
wall 2.0 eV above mu: penetration depth = 0.1380 nm
neck energy shift from wall at mu+0.15 eV = 0.0261 eV
dwell time at mu = 10.544 fs
inelastic share for assumed 50 fs = 0.1901
thermocurrent, left contact 10 K hotter = 0.01408 uA
even current at 0.3 V = 1.5974 uA
electrical power at +0.3 V = 2.8439 uW
```
